# Point-contact germanium detector pulses and the conservation of total induced charge: test program

```python
# Result under test: in a fully depleted point-contact germanium detector the
# time-integrated current induced on the point contact equals the created
# charge, wherever the electron-hole pair starts, if both carriers are collected.
# Symbols: r, z cylindrical coordinates; phi electric potential; weighting =
# potential with 1 on the point contact, 0 on the outer contact, no space charge.
# The point contact is the disc r <= CONTACT at z = 0; the outer contact is the
# side and the top; the rest of the bottom is passivated (zero normal field).
# Signals are in units of the created charge. All internal quantities are SI.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.sparse import diags, kron
from scipy.sparse.linalg import splu
from scipy.special import j0, j1, jn_zeros

RADIUS, HEIGHT, CONTACT = 0.020, 0.020, 0.002
BIAS, ACCEPTORS, EPS_R, TEMPERATURE = 2000.0, 1e16, 16.0, 80.0
HOLE = (+1, 4.2, 1.0e5)        # sign, mobility m2/Vs, saturation speed m/s
ELECTRON = (-1, 3.6, 1.2e5)
PAIR_ENERGY_EV, DEPOSIT_EV = 3.0, 1.0e6
TRAP_LIFETIME, CLOUD_RADIUS, BREAKDOWN_FIELD = 200e-6, 0.5e-3, 1e7
EPS = EPS_R * const.epsilon_0


def chain(weights):
    """Matrix of a one-dimensional chain of nodes joined by given couplings."""
    diagonal = np.append(weights, 0) + np.append(0, weights)
    return diags([diagonal, -weights, -weights], [0, 1, -1])


def build_grid(h, gap=0):
    """Finite-volume matrix, ring volumes and electrode masks.
    gap = number of vacuum cells below the crystal, closed by a grounded plate."""
    n_r, n_z = round(RADIUS / h), round(HEIGHT / h) + gap
    cell_eps = np.where(np.arange(n_z) < gap, 1.0, EPS_R)
    faces = (np.arange(n_r) + 0.5) * h
    edges = np.concatenate(([0.0], faces, [n_r * h]))
    area = np.pi * np.diff(edges**2)
    eps_height = 0.5 * h * (np.append(cell_eps, 0) + np.append(0, cell_eps))
    matrix = (kron(chain(2 * np.pi * faces / h), diags(eps_height))
              + kron(diags(area), chain(cell_eps / h))).tocsr()
    height = np.full(n_z + 1, h)
    height[[0, -1]] = h / 2
    outer = np.zeros((n_r + 1, n_z + 1), bool)
    outer[-1, :] = outer[:, -1] = True
    if gap:
        outer[:, 0] = True
    contact = np.zeros_like(outer)
    contact[:round(CONTACT / h) + 1, gap] = True
    return matrix, np.outer(area, height), outer, contact


def make_solver(matrix, fixed):
    """Return a function giving potential and electrode surface charge."""
    free = np.flatnonzero(~fixed.ravel())
    factor = splu(matrix[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A")

    def solve(boundary, charge):
        phi = np.where(fixed, boundary, 0.0).ravel()
        source = charge.ravel() / const.epsilon_0
        phi[free] = factor.solve((source - matrix @ phi)[free])
        surface = const.epsilon_0 * (matrix @ phi - source)
        return phi.reshape(fixed.shape), surface.reshape(fixed.shape)
    return solve


def locate(r, z, h, shape):
    i = np.minimum((r / h).astype(int), shape[0] - 2)
    j = np.minimum((z / h).astype(int), shape[1] - 2)
    return i, j, r / h - i, z / h - j


def interpolate(values, r, z, h):
    i, j, u, v = locate(r, z, h, values.shape)
    return ((1 - u) * ((1 - v) * values[i, j] + v * values[i, j + 1])
            + u * ((1 - v) * values[i + 1, j] + v * values[i + 1, j + 1]))


def cell_gradient(values, r, z, h):
    """Gradient of the bilinear interpolant inside each cell."""
    i, j, u, v = locate(r, z, h, values.shape)
    f00, f01 = values[i, j], values[i, j + 1]
    f10, f11 = values[i + 1, j], values[i + 1, j + 1]
    return (((f10 - f00) * (1 - v) + (f11 - f01) * v) / h,
            ((f01 - f00) * (1 - u) + (f11 - f10) * u) / h)


def nodal_field(phi, h):
    e_r = -np.gradient(phi, h, axis=0, edge_order=2)
    e_z = -np.gradient(phi, h, axis=1, edge_order=2)
    e_r[0, :] = 0.0                                  # symmetry axis
    e_z[round(CONTACT / h) + 1:-1, 0] = 0.0          # passivated surface
    return e_r, e_z


def speed(field, carrier):
    _, mobility, v_sat = carrier
    return mobility * field / np.sqrt(1 + (mobility * field / v_sat)**2)


def confine(r, z):
    return np.minimum(np.abs(r), RADIUS), np.clip(z, 0.0, HEIGHT)


def drift(field, weighting, h, start, carrier, dt, steps, axial=1.0):
    """Follow carriers; return arrival times, integrated current and paths."""
    sign, mobility, v_sat = carrier

    def velocity(r, z):
        e_r = interpolate(field[0], r, z, h)
        e_z = interpolate(field[1], r, z, h)
        factor = sign * mobility / np.sqrt(
            1 + (mobility * np.hypot(e_r, e_z) / v_sat)**2)
        return factor * e_r, axial * factor * e_z

    r, z = start[:, 0].copy(), start[:, 1].copy()
    path = np.empty((steps + 1, 2, len(r)))
    path[0] = r, z
    signal = np.zeros((steps + 1, len(r)))
    arrival = np.full(len(r), np.inf)
    moving = np.ones(len(r), bool)
    fractions = ((np.arange(16) + 0.5) / 16)[:, None]
    for k in range(steps):
        v_r, v_z = velocity(r, z)
        v_r, v_z = velocity(*confine(r + v_r * dt / 2, z + v_z * dt / 2))
        r_new, z_new = confine(r + v_r * dt, z + v_z * dt)
        r_new, z_new = np.where(moving, r_new, r), np.where(moving, z_new, z)
        dr, dz = r_new - r, z_new - z
        w_r, w_z = cell_gradient(weighting, r + fractions * dr,
                                 z + fractions * dz, h)
        signal[k + 1] = signal[k] + sign * (w_r.mean(0) * dr + w_z.mean(0) * dz)
        r, z = r_new, z_new
        path[k + 1] = r, z
        if sign > 0:
            landed = moving & (z <= 0) & (r <= CONTACT)
        else:
            landed = moving & ((r >= RADIUS) | (z >= HEIGHT))
        arrival[landed] = (k + 1) * dt
        moving &= ~landed
        if not moving.any():
            path[k + 2:], signal[k + 2:] = path[k + 1], signal[k + 1]
            break
    return arrival, signal, path


def has_minimum(phi, fixed):
    """True if a node off the electrodes lies below all its neighbours."""
    p = np.pad(phi, 1, constant_values=np.inf)
    lowest = np.minimum.reduce([p[:-2, 1:-1], p[2:, 1:-1],
                                p[1:-1, :-2], p[1:-1, 2:]])
    return bool(np.any((phi < lowest) & ~fixed))


def solve_detector(h):
    matrix, volume, outer, contact = build_grid(h)
    solve = make_solver(matrix, outer | contact)
    zero = np.zeros(outer.shape)
    weighting, s_weight = solve(contact.astype(float), zero)
    space, s_space = solve(zero, -const.e * ACCEPTORS * volume)
    return solve, outer, contact, volume, weighting, s_weight, space, s_space


h = 1e-4
(solve, outer, contact, volume, weighting, s_weight,
 space, s_space) = solve_detector(h)
fixed = outer | contact
phi = BIAS * (1 - weighting) + space
field = nodal_field(phi, h)

# Solver against the Bessel series for uniform space charge, no point contact
h2 = 2e-4
matrix2, volume2, outer2, contact2 = build_grid(h2)
bare, _ = make_solver(matrix2, outer2)(np.zeros(outer2.shape),
                                       -const.e * ACCEPTORS * volume2)
roots = jn_zeros(0, 200)
wave = roots / RADIUS


def series_potential(r, z):
    terms = 2 / (roots * j1(roots) * wave**2) * j0(wave * r)
    profile = 1 - np.cosh(wave * z) / np.cosh(wave * HEIGHT)
    return -const.e * ACCEPTORS / EPS * np.sum(terms * profile)


origin_series = series_potential(0.0, 0.0)
assert abs(bare[0, 0] / origin_series - 1) < 2e-3
assert abs(bare[50, 50] / series_potential(0.01, 0.01) - 1) < 2e-3

# Solver against the exact potential of a disc on a half-space; the edge
# singularity leaves an error of first order in the grid spacing
rr, zz = np.meshgrid(np.arange(outer.shape[0]) * h,
                     np.arange(outer.shape[1]) * h, indexing="ij")
sum_dist = np.hypot(rr - CONTACT, zz) + np.hypot(rr + CONTACT, zz)
disc = 2 / np.pi * np.arcsin(np.minimum(1.0, 2 * CONTACT / sum_dist))
disc_grid, disc_surface = solve(disc, np.zeros(outer.shape))
away = np.hypot(rr - CONTACT, zz) > 5 * h
disc_error = np.max(np.abs(disc_grid - disc)[away])
disc_capacitance = disc_surface[contact].sum()
assert disc_error < 0.03
assert abs(disc_capacitance / (4 * EPS * CONTACT) - 1) < 0.04

# Depletion voltage: least bias with no potential minimum off the electrodes
low, high = 200.0, BIAS
assert has_minimum(low * (1 - weighting) + space, fixed)
assert not has_minimum(phi, fixed)
for _ in range(20):
    middle = (low + high) / 2
    if has_minimum(middle * (1 - weighting) + space, fixed):
        low = middle
    else:
        high = middle
depletion = high
assert abs(depletion / abs(origin_series) - 1) < 0.03

# Drift both carriers from many starting points
named = np.array([[0, 10], [1, 1], [18, 1], [18, 18]]) * 1e-3
lattice = np.array([[a, b] for a in np.linspace(1, 19, 10)
                    for b in np.linspace(0.5, 18.5, 10)]) * 1e-3
start = np.vstack([named, lattice])
dt, steps = 0.5e-9, 3000
t_hole, q_hole, x_hole = drift(field, weighting, h, start, HOLE, dt, steps)
t_elec, q_elec, x_elec = drift(field, weighting, h, start, ELECTRON, dt, steps)
assert np.all(np.isfinite(t_hole)) and np.all(np.isfinite(t_elec))
w_start = interpolate(weighting, start[:, 0], start[:, 1], h)
pulse = q_hole + q_elec
total = pulse[-1]
assert np.max(np.abs(total - 1)) < 0.01
assert np.max(np.abs(q_hole[-1] - (1 - w_start))) < 0.01
assert np.max(np.abs(q_elec[-1] - w_start)) < 0.01

# A longer time step must give a larger quadrature error
_, q_long, _ = drift(field, weighting, h, start, HOLE, 4 * dt, steps // 4)
rms_short = np.sqrt(np.mean((q_hole[-1] - 1 + w_start)**2))
rms_long = np.sqrt(np.mean((q_long[-1] - 1 + w_start)**2))
assert rms_short < rms_long

# Hole transit on the axis against a one-dimensional time integral
z_axis = np.linspace(0, named[0, 1], 4001)
e_axis = CubicSpline(np.arange(phi.shape[1]) * h, phi[0])(z_axis, 1)
slowness = 1 / speed(e_axis, HOLE)
t_axis = np.sum((slowness[1:] + slowness[:-1]) / 2 * np.diff(z_axis))
assert abs(t_hole[0] / t_axis - 1) < 0.015

# Integrated current against the contact charge from a direct Poisson solution
samples = []
for fraction in (0.25, 0.5, 0.75, 0.9, 0.97):
    k = int(fraction * t_hole[3] / dt)
    charge = np.zeros(outer.shape)
    for sign, path in ((1, x_hole), (-1, x_elec)):
        i, j, u, v = locate(path[k, 0, 3], path[k, 1, 3], h, outer.shape)
        charge[i:i + 2, j:j + 2] += sign * np.outer([1 - u, u], [1 - v, v])
    _, surface = solve(np.zeros(outer.shape), charge)
    samples.append((k * dt, pulse[k, 3], -surface[contact].sum()))
    assert abs(samples[-1][1] - samples[-1][2]) < 0.01

# Below depletion a hole stalls and the total is incomplete
low_bias = 0.8 * depletion
low_field = nodal_field(low_bias * (1 - weighting) + space, h)
probe = np.array([[0.015, 0.015]])
t_stall, q_stall, x_stall = drift(low_field, weighting, h, probe, HOLE,
                                  1e-9, 2000)
t_out, q_out, _ = drift(low_field, weighting, h, probe, ELECTRON, 1e-9, 2000)
low_total = q_stall[-1, 0] + q_out[-1, 0]
w_stall = interpolate(weighting, x_stall[-1, 0], x_stall[-1, 1], h)[0]
assert np.isinf(t_stall[0]) and np.isfinite(t_out[0])
assert low_total < 0.9 and abs(low_total - w_stall) < 0.01

# Slower axial drift changes the timing but not the total
t_slow, q_slow, _ = drift(field, weighting, h, named, HOLE, dt, steps, 0.9)
slow_total = q_slow[-1] + q_elec[-1, :4]
assert np.max(np.abs(slow_total - 1)) < 0.01
assert t_slow[3] > t_hole[3] + 2 * dt

# Coarser grid: change of the transit times; vacuum below the crystal
coarse = solve_detector(h2)
w_coarse = coarse[4]
f_coarse = nodal_field(BIAS * (1 - w_coarse) + coarse[6], h2)
t_coarse, _, _ = drift(f_coarse, w_coarse, h2, named, HOLE, dt, steps)
grid_shift = np.max(np.abs(t_coarse / t_hole[:4] - 1))
assert grid_shift < 0.05
gap = 50
matrix_v, _, outer_v, contact_v = build_grid(h2, gap)
w_vacuum, _ = make_solver(matrix_v, outer_v | contact_v)(
    contact_v.astype(float), np.zeros(outer_v.shape))
vacuum_change = np.abs(w_vacuum[:, gap:] - w_coarse)

# Sizes of the other neglected effects
mid_times = (np.arange(steps) + 0.5) * dt
trap_loss = np.sum(np.diff(pulse, axis=0)
                   * -np.expm1(-mid_times / TRAP_LIFETIME)[:, None], axis=0)
diffusion = np.sqrt(2 * HOLE[1] * const.k * TEMPERATURE / const.e
                    * t_hole.max())
pairs = DEPOSIT_EV / PAIR_ENERGY_EV
cloud_field = pairs * const.e / (4 * np.pi * EPS * CLOUD_RADIUS**2)
start_field = np.hypot(interpolate(field[0], start[:, 0], start[:, 1], h),
                       interpolate(field[1], start[:, 0], start[:, 1], h))
contact_charge = -BIAS * s_weight + s_space
disc_voltage = abs(contact_charge[contact].sum()) / (4 * EPS * CONTACT)
half = round(CONTACT / h) // 2
ring_area = 2 * np.pi * half * h * h
half_field = abs(contact_charge[half, 0]) / (EPS * ring_area)
half_law = 2 / np.pi * disc_voltage / np.sqrt(CONTACT**2 - (half * h)**2)
assert abs(half_field / half_law - 1) < 0.06
edge_distance = (2 * disc_voltage / (np.pi * BREAKDOWN_FIELD))**2 / (2 * CONTACT)

print(f"crystal radius, height, contact radius: {RADIUS*1e3:.0f}, "
      f"{HEIGHT*1e3:.0f}, {CONTACT*1e3:.0f} mm")
print(f"bias {BIAS:.0f} V; acceptors {ACCEPTORS*1e-6:.1e} cm^-3; "
      f"relative permittivity {EPS_R:.0f}; temperature {TEMPERATURE:.0f} K")
for label, c in (("hole", HOLE), ("electron", ELECTRON)):
    print(f"{label} mobility {c[1]*1e4:.0f} cm2/Vs, "
          f"saturation speed {c[2]*100:.1e} cm/s")
print(f"grid spacing {h*1e3:.2f} mm; time step {dt*1e9:.1f} ns; "
      f"starting points {len(start)}")
print(f"space-charge potential at origin, no contact: series "
      f"{origin_series:.2f} V, grid ({h2*1e3:.1f} mm) {bare[0,0]:.2f} V")
print(f"disc test: largest potential error beyond 5 cells {disc_error:.4f}")
print(f"disc capacitance: grid {disc_capacitance*1e12:.4f} pF, "
      f"formula {4*EPS*CONTACT*1e12:.4f} pF")
print(f"detector contact capacitance {s_weight[contact].sum()*1e12:.4f} pF")
print(f"depletion voltage {depletion:.1f} V")
print(f"field at starting points: {start_field.min()/100:.0f} to "
      f"{start_field.max()/100:.0f} V/cm")
for n in range(4):
    q = pulse[:, n] / total[n]
    rise = (np.argmax(q >= 0.9) - np.argmax(q >= 0.1)) * dt
    print(f"start r={named[n,0]*1e3:.0f} z={named[n,1]*1e3:.0f} mm: "
          f"weighting {w_start[n]:.4f}, hole part {q_hole[-1,n]:.4f}, "
          f"electron part {q_elec[-1,n]:.4f}, total {total[n]:.4f}")
    print(f"   hole time {t_hole[n]*1e9:.1f} ns, electron time "
          f"{t_elec[n]*1e9:.1f} ns, 10-90% rise {rise*1e9:.1f} ns")
print(f"all starts: hole part {q_hole[-1].min():.4f} to "
      f"{q_hole[-1].max():.4f}; total {total.min():.5f} to {total.max():.5f}")
print(f"longest hole time {t_hole.max()*1e9:.1f} ns")
print(f"rms error of hole part: {rms_short:.2e} at {dt*1e9:.1f} ns, "
      f"{rms_long:.2e} at {4*dt*1e9:.1f} ns")
print(f"axis hole time: stepped {t_hole[0]*1e9:.1f} ns, "
      f"integral {t_axis*1e9:.2f} ns")
print("pulse from r=18 z=18 mm (fraction of created charge):")
for t, integrated, direct in samples:
    print(f"   t={t*1e9:.1f} ns: integrated current {integrated:.4f}, "
          f"direct Poisson {direct:.4f}")
print(f"created charge for {DEPOSIT_EV*1e-6:.0f} MeV at {PAIR_ENERGY_EV:.1f} eV "
      f"per pair: {pairs:.3e} pairs, {pairs*const.e*1e15:.2f} fC")
print(f"bias {low_bias:.1f} V (below depletion), start r=15 z=15 mm: "
      f"total after 2000 ns {low_total:.4f}")
print(f"   hole then at r={x_stall[-1,0,0]*1e3:.2f} z={x_stall[-1,1,0]*1e3:.2f}"
      f" mm, weighting there {w_stall:.4f}")
print(f"axial speed x0.9, start r=18 z=18 mm: hole time {t_slow[3]*1e9:.1f} ns, "
      f"total {slow_total[3]:.4f}")
print(f"grid {h2*1e3:.1f} mm instead of {h*1e3:.1f} mm: largest change of "
      f"hole time {100*grid_shift:.2f} %")
print(f"vacuum gap {gap*h2*1e3:.0f} mm: largest change of weighting potential "
      f"{vacuum_change.max():.4f}; at z>=1 mm {vacuum_change[:,5:].max():.4f}")
print(f"trapping, lifetime {TRAP_LIFETIME*1e6:.0f} us: loss "
      f"{100*trap_loss.min():.4f} to {100*trap_loss.max():.4f} %, spread "
      f"{np.ptp(trap_loss)*DEPOSIT_EV*1e-3:.3f} keV")
print(f"hole diffusion width at longest time {diffusion*1e3:.3f} mm")
print(f"self-field of charge cloud at {CLOUD_RADIUS*1e3:.1f} mm: "
      f"{cloud_field/100:.2f} V/cm")
print(f"field on contact at half radius: grid {half_field/100:.0f} V/cm, "
      f"disc law {half_law/100:.0f} V/cm")
print(f"equivalent disc voltage {disc_voltage:.1f} V; field reaches "
      f"{BREAKDOWN_FIELD/100:.0e} V/cm at {edge_distance*1e6:.2f} um from edge")
print("tests ok")
```

Running it gives:

```
crystal radius, height, contact radius: 20, 20, 2 mm
bias 2000 V; acceptors 1.0e+10 cm^-3; relative permittivity 16; temperature 80 K
hole mobility 42000 cm2/Vs, saturation speed 1.0e+07 cm/s
electron mobility 36000 cm2/Vs, saturation speed 1.2e+07 cm/s
grid spacing 0.10 mm; time step 0.5 ns; starting points 104
space-charge potential at origin, no contact: series -907.76 V, grid (0.2 mm) -907.73 V
disc test: largest potential error beyond 5 cells 0.0146
disc capacitance: grid 1.1547 pF, formula 1.1333 pF
detector contact capacitance 1.2267 pF
depletion voltage 921.6 V
field at starting points: 282 to 3799 V/cm
start r=0 z=10 mm: weighting 0.0730, hole part 0.9270, electron part 0.0730, total 1.0000
   hole time 106.0 ns, electron time 91.5 ns, 10-90% rise 66.5 ns
start r=1 z=1 mm: weighting 0.6624, hole part 0.3375, electron part 0.6624, total 1.0000
   hole time 10.5 ns, electron time 191.5 ns, 10-90% rise 62.5 ns
start r=18 z=1 mm: weighting 0.0093, hole part 0.9901, electron part 0.0093, total 0.9994
   hole time 169.5 ns, electron time 18.0 ns, 10-90% rise 67.0 ns
start r=18 z=18 mm: weighting 0.0010, hole part 0.9989, electron part 0.0010, total 0.9999
   hole time 272.0 ns, electron time 40.5 ns, 10-90% rise 79.0 ns
all starts: hole part 0.1842 to 0.9996; total 0.99854 to 1.00084
longest hole time 285.5 ns
rms error of hole part: 2.66e-04 at 0.5 ns, 9.50e-04 at 2.0 ns
axis hole time: stepped 106.0 ns, integral 105.60 ns
pulse from r=18 z=18 mm (fraction of created charge):
   t=68.0 ns: integrated current 0.0115, direct Poisson 0.0115
   t=136.0 ns: integrated current 0.0413, direct Poisson 0.0413
   t=204.0 ns: integrated current 0.1272, direct Poisson 0.1272
   t=244.5 ns: integrated current 0.3308, direct Poisson 0.3308
   t=263.5 ns: integrated current 0.6941, direct Poisson 0.6942
created charge for 1 MeV at 3.0 eV per pair: 3.333e+05 pairs, 53.41 fC
bias 737.3 V (below depletion), start r=15 z=15 mm: total after 2000 ns 0.2701
   hole then at r=0.00 z=3.79 mm, weighting there 0.2701
axial speed x0.9, start r=18 z=18 mm: hole time 290.0 ns, total 1.0000
grid 0.2 mm instead of 0.1 mm: largest change of hole time 0.18 %
vacuum gap 10 mm: largest change of weighting potential 0.0016; at z>=1 mm 0.0013
trapping, lifetime 200 us: loss 0.0093 to 0.1268 %, spread 1.176 keV
hole diffusion width at longest time 0.129 mm
self-field of charge cloud at 0.5 mm: 1.20 V/cm
field on contact at half radius: grid 4138 V/cm, disc law 4368 V/cm
equivalent disc voltage 1188.3 V; field reaches 1e+05 V/cm at 1.43 um from edge
tests ok
```
